# Mean First-Passage Time with Position-Dependent Diffusion and the Corrected Kramers Rate: a numerical check

```python
"""Mean first-passage time for diffusion with position-dependent D, and its
high-barrier (Kramers) limit with the first finite-barrier correction.

Result under test, energies in kT, reflecting wall at left, absorption at end:
  T(start) = int_start^end dy exp(U(y))/D(y) int_left^y dz exp(-U(z))
  T -> T_K (1 + c/B),  T_K = 2 pi exp(B) / (D(top) sqrt(U''(well) |U''(top)|))
U(x) = B*SHAPE(x): well at x=0 with SHAPE=0, barrier top at x=1 with SHAPE=1.
B is the barrier height in kT; c collects anharmonicity and the variation of D.
Lengths in nm, times in ns, D in nm^2/ns.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal, solve_banded

SHAPE = Polynomial([0.0, 0.0, 3.75, -3.5, 0.75])
DIFFUSION = Polynomial([1.0, -0.5, 0.1])
LEFT, WELL, TOP, END = -1.0, 0.0, 1.0, 2.0
nodes, weights = np.polynomial.legendre.leggauss(8)
NODES, WEIGHTS = (nodes + 1) / 2, weights / 2


def scaled_time(barrier, diffusion, start=WELL, end=END, left=LEFT):
    """Double integral times exp(-barrier), by nested Gauss quadrature."""
    edges = np.concatenate([np.linspace(left, start, 201),
                            np.linspace(start, end, 401)[1:]])
    lower, width = edges[:-1, None], np.diff(edges)
    y = lower + width[:, None] * NODES
    z = lower[:, :, None] + (y - lower)[:, :, None] * NODES
    partial = (y - lower) * (np.exp(-barrier * SHAPE(z)) @ WEIGHTS)
    whole = width * (np.exp(-barrier * SHAPE(y)) @ WEIGHTS)
    before = np.concatenate([[0.0], np.cumsum(whole)[:-1]])
    inner = (before[:, None] + partial)[200:]
    y = y[200:]
    outer = np.exp(barrier * (SHAPE(y) - 1)) / diffusion(y) * inner
    return float(np.sum(width[200:] * (outer @ WEIGHTS)))


def scaled_kramers_time(barrier, diffusion):
    """Leading high-barrier time times exp(-barrier)."""
    curvature = SHAPE.deriv(2)
    return 2 * np.pi / (barrier * diffusion(TOP)
                        * np.sqrt(curvature(WELL) * abs(curvature(TOP))))


def correction_terms(diffusion):
    """Contributions to c: well shape, barrier shape, variation of D."""
    second, third, fourth = (SHAPE.deriv(n) for n in (2, 3, 4))
    kw, kt = second(WELL), abs(second(TOP))
    slope = diffusion.deriv(1)(TOP) / diffusion(TOP)
    bend = diffusion.deriv(2)(TOP) / diffusion(TOP)
    well = 5 * third(WELL)**2 / (24 * kw**3) - fourth(WELL) / (8 * kw**2)
    top = 5 * third(TOP)**2 / (24 * kt**3) + fourth(TOP) / (8 * kt**2)
    varied = (slope**2 - bend / 2) / kt - slope * third(TOP) / (2 * kt**2)
    return well, top, varied


def jump_process(barrier, diffusion, left, end, cells):
    """Nearest-neighbour jumps having the drift and variance of the diffusion."""
    h = (end - left) / cells
    x = left + h * np.arange(cells)
    d = diffusion(x)
    drift = diffusion.deriv()(x) - barrier * d * SHAPE.deriv()(x)
    up, down = d / h**2 + drift / (2 * h), d / h**2 - drift / (2 * h)
    up[0], down[0] = 2 * d[0] / h**2, 0.0
    assert np.all(up > 0) and np.all(down[1:] > 0)
    return x, up, down


def jump_times(barrier, diffusion, left, end, cells):
    """Mean absorption times of the jump process, step error h^2 removed."""
    results = []
    for count in (cells, 2 * cells):
        x, up, down = jump_process(barrier, diffusion, left, end, count)
        band = np.zeros((3, count))
        band[0, 1:], band[1], band[2, :-1] = up[:-1], -(up + down), down[1:]
        results.append(solve_banded((1, 1), band, -np.ones(count)))
    return x[::2], (4 * results[1][::2] - results[0]) / 3


def survival_results(barrier):
    """Time integral of the survival probability, and slowest two decay rates."""
    x, up, down = jump_process(barrier, DIFFUSION, LEFT, END, 1200)
    origin = int(np.argmin(abs(x - WELL)))
    log_weight = np.concatenate([[0.0], np.cumsum(np.log(up[:-1] / down[1:]))])
    root = np.exp((log_weight - log_weight[origin]) / 2)
    decay, vectors = eigh_tridiagonal(up + down, -np.sqrt(up[:-1] * down[1:]))
    amplitude = vectors[origin] * (root @ vectors)
    first = 1e-7
    log_time = np.linspace(np.log(first), np.log(60 / decay[0]), 2000)
    time = np.exp(log_time)
    survival = np.exp(-np.outer(time, decay)) @ amplitude
    return first + trapezoid(survival * time, log_time), decay[0], decay[1]


def limit_at_zero(small, values):
    return np.polyfit(small, values, len(small) - 1)[-1]


# Double integral against the jump process: high barrier, then a low barrier
# with the reflecting wall close to the well, where the wall matters.
worst = 0.0
for barrier, left, end, cells, starts in (
        (8.0, LEFT, END, 1500, (-0.2, 0.0, 0.3, 1.0)),
        (1.5, -0.3, 1.5, 900, (-0.3, 0.0, 0.6, 1.2))):
    grid, times = jump_times(barrier, DIFFUSION, left, end, cells)
    for start in starts:
        value = times[np.argmin(abs(grid - start))]
        integral = np.exp(barrier) * scaled_time(barrier, DIFFUSION, start, end, left)
        worst = max(worst, abs(value / integral - 1))
assert worst < 1e-5, worst

# Mean time as the time integral of survival, and 1/T as the decay rate.
# The tolerance 2e-3 covers the h^2 error of this single jump grid.
departure = {}
for barrier in (4.0, 8.0):
    mean, slow, fast = survival_results(barrier)
    integral = np.exp(barrier) * scaled_time(barrier, DIFFUSION)
    assert abs(mean / integral - 1) < 2e-3, (mean, integral)
    departure[barrier] = slow * mean - 1
assert abs(departure[8.0]) < 1e-3
assert abs(departure[8.0]) < abs(departure[4.0]) / 5

# Correction coefficient from the double integral at high barriers, for
# profiles with equal D at the top but different D in the well and slopes.
profiles = {"falling D": DIFFUSION,
            "constant D": Polynomial([0.6]),
            "rising D": Polynomial([0.4, 0.1, 0.1])}
high = np.array([50.0, 100.0, 200.0])
coefficients = {}
for name, profile in profiles.items():
    measured = [b * (scaled_time(b, profile) / scaled_kramers_time(b, profile) - 1)
                for b in high]
    found, formula = limit_at_zero(1 / high, measured), sum(correction_terms(profile))
    assert abs(found - formula) < 1e-4, (name, found, formula)
    coefficients[name] = (found, formula, profile(WELL), profile(TOP))

# Absorption exactly at the barrier top: half the time, with a correction
# proportional to the inverse square root of the barrier.
high = np.array([100.0, 200.0, 400.0])
measured = [np.sqrt(b) * (2 * scaled_time(b, DIFFUSION, end=TOP)
                          / scaled_kramers_time(b, DIFFUSION) - 1) for b in high]
top_found = limit_at_zero(1 / np.sqrt(high), measured)
kt = abs(SHAPE.deriv(2)(TOP))
top_formula = np.sqrt(2 / (np.pi * kt)) * (
    DIFFUSION.deriv()(TOP) / DIFFUSION(TOP) - SHAPE.deriv(3)(TOP) / (3 * kt))
assert abs(top_found - top_formula) < 1e-3, (top_found, top_formula)

# Worked example.
B = 8.0
well_term, top_term, diffusion_term = correction_terms(DIFFUSION)
c = well_term + top_term + diffusion_term
full = np.exp(B) * scaled_time(B, DIFFUSION)
kramers = np.exp(B) * scaled_kramers_time(B, DIFFUSION)
k_well, k_top = B * SHAPE.deriv(2)(WELL), B * abs(SHAPE.deriv(2)(TOP))
print(f"barrier height: {B:.1f} kT")
print(f"wall, well, top, absorber: {LEFT}, {WELL}, {TOP}, {END} nm")
print(f"U at wall and absorber: {B*SHAPE(LEFT):.1f}, {B*SHAPE(END):.1f} kT")
print(f"curvature at well, |curvature| at top: {k_well:.1f}, {k_top:.1f} kT/nm^2")
print(f"third derivative at well, top: {B*SHAPE.deriv(3)(WELL):.1f}, "
      f"{B*SHAPE.deriv(3)(TOP):.1f} kT/nm^3")
print(f"fourth derivative: {B*SHAPE.deriv(4)(TOP):.1f} kT/nm^4")
print(f"D at well, top: {DIFFUSION(WELL):.2f}, {DIFFUSION(TOP):.2f} nm^2/ns")
print(f"D' at top: {DIFFUSION.deriv()(TOP):.2f} nm/ns")
print(f"D'' at top: {DIFFUSION.deriv(2)(TOP):.2f} 1/ns")
print(f"Gaussian well integral: {np.sqrt(2*np.pi/k_well):.5f} nm")
print(f"Gaussian barrier integral: "
      f"{np.exp(B)*np.sqrt(2*np.pi/k_top)/DIFFUSION(TOP):.2f} ns/nm")
print(f"relative correction, well shape: {well_term/B:.5f}")
print(f"relative correction, barrier shape: {top_term/B:.5f}")
print(f"relative correction, variation of D: {diffusion_term/B:.5f}")
print(f"relative correction, total: {c/B:.5f}")
print(f"Kramers time: {kramers:.2f} ns")
print(f"corrected time: {kramers*(1+c/B):.2f} ns")
print(f"full double-integral time: {full:.2f} ns")
print(f"Kramers rate: {1/kramers:.6e} 1/ns")
print(f"corrected rate: {(1-c/B)/kramers:.6e} 1/ns")
print(f"full rate 1/T: {1/full:.6e} 1/ns = {1/(full*constants.nano):.4e} 1/s")
for start in (-0.2, 0.3, TOP):
    print(f"time from start {start:.1f} nm: "
          f"{np.exp(B)*scaled_time(B, DIFFUSION, start):.2f} ns")
print(f"time from well to absorber at top: "
      f"{np.exp(B)*scaled_time(B, DIFFUSION, end=TOP):.2f} ns")
print(f"half Kramers time: {kramers/2:.2f} ns")
print(f"half Kramers time with square-root term: "
      f"{kramers/2*(1+top_formula/np.sqrt(B)):.2f} ns")
print(f"square-root coefficient, extrapolated and formula: "
      f"{top_found:.5f}, {top_formula:.5f}")
print(f"slowest two decay rates: {slow:.4e}, {fast:.4e} 1/ns")
for barrier, value in departure.items():
    print(f"decay rate times mean time minus 1 at {barrier:.0f} kT: {value:.2e}")
print(f"largest relative gap, jump process to double integral: {worst:.1e}")
for name, (found, formula, d_well, d_top) in coefficients.items():
    print(f"{name} (well {d_well:.1f}, top {d_top:.1f} nm^2/ns): "
          f"c extrapolated {found:.5f}, formula {formula:.5f}")
print("barrier/kT, T/T_K, 1+c/B, rate error Kramers %, corrected %")
for barrier in (5.0, 8.0, 12.0, 20.0):
    ratio = scaled_time(barrier, DIFFUSION) / scaled_kramers_time(barrier, DIFFUSION)
    plain, corrected = ratio - 1, ratio * (1 - c / barrier) - 1
    if barrier >= 8:
        assert abs(corrected) < abs(plain) / 2
    print(f"{barrier:.0f}, {ratio:.5f}, {1+c/barrier:.5f}, "
          f"{100*plain:.3f}, {100*corrected:.3f}")
print("no test failed")
```

It prints:

```
barrier height: 8.0 kT
wall, well, top, absorber: -1.0, 0.0, 1.0, 2.0 nm
U at wall and absorber: 64.0, -8.0 kT
curvature at well, |curvature| at top: 60.0, 36.0 kT/nm^2
third derivative at well, top: -168.0, -24.0 kT/nm^3
fourth derivative: 144.0 kT/nm^4
D at well, top: 1.00, 0.60 nm^2/ns
D' at top: -0.30 nm/ns
D'' at top: 0.20 1/ns
Gaussian well integral: 0.32360 nm
Gaussian barrier integral: 2075.60 ns/nm
relative correction, well shape: 0.02222
relative correction, barrier shape: 0.01646
relative correction, variation of D: -0.00231
relative correction, total: 0.03637
Kramers time: 671.67 ns
corrected time: 696.10 ns
full double-integral time: 700.53 ns
Kramers rate: 1.488821e-03 1/ns
corrected rate: 1.434675e-03 1/ns
full rate 1/T: 1.427491e-03 1/ns = 1.4275e+06 1/s
time from start -0.2 nm: 700.55 ns
time from start 0.3 nm: 700.29 ns
time from start 1.0 nm: 362.49 ns
time from well to absorber at top: 338.04 ns
half Kramers time: 335.84 ns
half Kramers time with square-root term: 323.43 ns
square-root coefficient, extrapolated and formula: -0.10436, -0.10448
slowest two decay rates: 1.4273e-03, 2.0138e+01 1/ns
decay rate times mean time minus 1 at 4 kT: 1.32e-02
decay rate times mean time minus 1 at 8 kT: 3.20e-04
largest relative gap, jump process to double integral: 1.5e-08
falling D (well 1.0, top 0.6 nm^2/ns): c extrapolated 0.29095, formula 0.29095
constant D (well 0.6, top 0.6 nm^2/ns): c extrapolated 0.30947, formula 0.30947
rising D (well 0.4, top 0.6 nm^2/ns): c extrapolated 0.36502, formula 0.36502
barrier/kT, T/T_K, 1+c/B, rate error Kramers %, corrected %
5, 1.07863, 1.05819, 7.863, 1.587
8, 1.04296, 1.03637, 4.296, 0.503
12, 1.02675, 1.02425, 2.675, 0.185
20, 1.01536, 1.01455, 1.536, 0.059
no test failed
```
